# Monotone Reconstruction of Depth-Dependent Etch Rate in Ion-Damaged Hafnia

## The failure of direct differentiation

Suppose that the thickness of an etching film is read every $\Delta=0.125$ min with independent errors of standard deviation $\sigma=0.05$ nm. The quotient of two successive readings has standard error

$$\frac{\sqrt2\,\sigma}{\Delta}=\frac{1.414\times0.05}{0.125}=0.57\ \text{nm/min}.$$

If the film etches at 2 nm/min where ions have damaged it and at 0.05 nm/min where they have not, this error is more than a quarter of the whole change in rate and eleven times the slow rate. Shorter intervals make it worse, because the error grows as $1/\Delta$. Some quotients become negative, and the measured depths need not even increase, so a rate cannot be assigned to a unique depth.

Smoothing reduces the scatter but requires a smoothing length. Damage that weakens with depth supplies a constraint that needs no such length: the rate cannot rise as etching proceeds. The constraint must, however, be combined with the correct noise model.

## Kinetics and the shape constraint

Let $z$ be the depth of the moving surface below its original position, and assume that the local rate depends on this depth alone:

$$\frac{dz}{dt}=r(z),\qquad z(0)=0,\qquad r(z)>0.$$

This excludes drift of the bath. It does not exclude a steady transport resistance: the equation can then still hold, but $r$ is an apparent rate set partly by the bath, not the film's own rate. Differentiation in time gives

$$\frac{d^2z}{dt^2}=\frac{dr}{dz}\frac{dz}{dt}=r(z)\,r'(z).$$

If damage, and the rate with it, never increases with depth, then $r'\le0$. The depth curve is therefore increasing and concave. A damage peak below the surface violates this condition, since the rate first rises.

The readings at known times $0=t_0<t_1<\cdots<t_n$ are

$$H_i=h_0-z(t_i)+e_i,$$

where $h_0$ is the unknown initial thickness and the $e_i$ are independent Gaussian errors of zero mean and known standard deviation $\sigma$.

For synthetic measurements we take a logistic profile,

$$r(z)=r_b+\frac{r_d-r_b}{1+u},\qquad u=e^{(z-z_d)/w},$$

with $r_d$ the damaged and $r_b$ the undamaged rate. Then $1/r=(1+u)/(r_d+r_bu)$. Subtracting $1/r_d$ leaves

$$\frac1r-\frac1{r_d}=\frac{(r_d-r_b)u}{r_d(r_d+r_bu)}.$$

Since $dz=w\,du/u$, the factor $u$ cancels in the integral. With $u_0=e^{-z_d/w}$,

$$t(z)=\int_0^z\frac{dz'}{r(z')}=\frac z{r_d}+w\left(\frac1{r_b}-\frac1{r_d}\right)\ln\frac{r_d+r_bu}{r_d+r_bu_0}.$$

Inverting this function gives the true $z(t_i)$. Direct integration of the rate equation agrees with it to $1.5\times10^{-8}$ nm.

## Why ordinary monotone regression is biased

Let $\Delta_j=t_j-t_{j-1}$, let $D_i=-H_i$ be the depth data up to a constant, and let $q_j=(D_j-D_{j-1})/\Delta_j$. Ordinary monotone regression minimizes $\sum_j\Delta_j(q_j-v_j)^2$ over non-increasing $v_j$. Its pool-adjacent-violators algorithm replaces neighbouring values that are in the wrong order by their weighted mean until none remain.

The solution has a geometric meaning. Let $G$ be the least concave curve on or above all points $(t_i,D_i)$, with slopes $g_j$. Define $S_i=D_i-G_i\le0$. The end points touch, so $S_0=S_n=0$. Because $\Delta_j(q_j-g_j)=S_j-S_{j-1}$, summation by parts gives, for any $w_j$,

$$\sum_{j=1}^n\Delta_j(q_j-g_j)w_j=-\sum_{j=1}^{n-1}S_j(w_{j+1}-w_j).$$

For $w=g$ the right side vanishes, since $G$ bends only where it touches a point. For non-increasing $w=v$, both factors in each product are non-positive, so the right side is at most zero. Hence $\sum\Delta_j(q_j-g_j)(g_j-v_j)\ge0$, and

$$\sum\Delta_j(q_j-v_j)^2\ge\sum\Delta_j(q_j-g_j)^2+\sum\Delta_j(g_j-v_j)^2.$$

The pooled slopes are therefore the $g_j$. Their curve lies on or above every depth reading. As the readings have zero mean error, the curve has a non-negative mean depth error at every time, positive wherever it has a chance of lying above the reading.

This one-sided error comes from the weighting. Neighbouring increments share a reading, with opposite signs. If $B$ is the matrix that takes successive differences, the increments $BD$ have covariance $\sigma^2BB^T$: variance $2\sigma^2$ and neighbouring covariance $-\sigma^2$. Ordinary pooling ignores the latter.

Generalized least squares includes it. Let $x_i=D_i-z_i$ for a trial curve $z_i$. Its loss, apart from $1/\sigma^2$, is

$$(Bx)^T(BB^T)^{-1}(Bx)=x^TPx,\qquad P=B^T(BB^T)^{-1}B.$$

$P$ is symmetric and $P^2=P$, so it is the orthogonal projector on the row space of $B$. The vectors annihilated by $B$ are the constants, so $P$ subtracts the mean, and

$$x^TPx=\sum_i(x_i-\bar x)^2=\min_a\sum_i(x_i-a)^2.$$

Correctly weighted regression of increments is thus ordinary least squares on thickness, with the initial thickness left free. Its residuals sum to zero, so the curve has no mean error when averaged over all readings and many runs. A bias at single times, chiefly near the ends, can remain.

## The constrained fit

Let $v_j$ be the slope in interval $j$. Introduce non-negative drops in slope

$$c_k=v_k-v_{k+1}\quad(k<n),\qquad c_n=v_n.$$

Then $v_j=\sum_{k\ge j}c_k$, and all requirements on the slopes reduce to $c_k\ge0$. Exchanging sums gives the depth:

$$z_i=\sum_{j\le i}\Delta_jv_j=\sum_{k=1}^n c_k\sum_{j\le\min(i,k)}\Delta_j=\sum_{k=1}^n c_k\min(t_i,t_k).$$

We minimize $F=\frac12\sum_i\rho_i^2$, where $\rho_i=h-H_i-z_i$ is the depth residual. Setting $\partial F/\partial h=\sum_i\rho_i=0$ gives $\hat h=\bar H+\bar z$. Substitution leaves a problem in the $c_k$ alone, with data and columns centred. Define

$$g_k=\sum_i\rho_i\min(t_i,t_k)=-\frac{\partial F}{\partial c_k}.$$

(From here on $g_k$ denotes this negative gradient, no longer a slope.) The optimum is characterized by

$$c_k\ge0,\qquad g_k\le0,\qquad c_kg_k=0.$$

These conditions suffice: convexity gives, for any admissible $c'$,

$$F(c')-F(c)\ge-\sum_kg_k(c'_k-c_k)=-\sum_kg_kc'_k\ge0.$$

The minimum is unique. If a constant plus $\sum_ka_k\min(t_i,t_k)$ vanishes at all $t_i$, the constant is zero because $t_0=0$; all slopes are then zero, and so are their differences $a_k$. The centred columns are therefore independent and $F$ is strictly convex in $c$.

An active-set calculation finds the minimum:

1. Start with all $c_k=0$. Among the zero coefficients, find the largest $g_k$ divided by the norm of its centred column. Stop if none is positive beyond rounding error.
2. Free that coefficient and solve the unconstrained least-squares problem for all free coefficients.
3. If every trial value $c_k^*$ is positive, accept them and return to step 1.
4. Otherwise move from $c$ towards $c^*$ by the fraction $\alpha=\min c_k/(c_k-c_k^*)$, taken over free coefficients with $c_k^*\le0$. Fix those that reach zero and solve again.

A newly freed coefficient moves upwards. The other free coefficients have $g=0$, so the condition for descent, $\sum_kg_k(c_k^*-c_k)>0$, reduces to $g_k(c_k^*-c_k)>0$ for the new one. In exact arithmetic each return to step 1 has a smaller $F$. As $F$ there is fixed by the set of free coefficients, no set recurs and the process ends.

The recovered profile follows without inverting noisy data:

$$\hat r(z)=v_j\quad\text{for}\quad \hat z_{j-1}<z\le\hat z_j.$$

It is a staircase. Its step positions are chosen by the fit, and no smoothing length enters.

## Error analysis

### Stability of the curve

Let $y_0$ be the vector of true thicknesses, $y=y_0+e$ the data and $p$ the fit. The admissible thickness vectors form a closed convex set containing $y_0$, and $p$ is the point in it nearest to $y$. Hence $(y-p)\cdot(y_0-p)\le0$. Inserting $y=y_0+e$,

$$\|y_0-p\|^2\le-e\cdot(y_0-p)\le\|e\|\,\|y_0-p\|.$$

Thus $\|p-y_0\|\le\|e\|$: the fitted curve is no farther from the truth than the data are, in this norm. The bound limits individual slopes only weakly: it allows an error of up to $\sqrt2\,\|e\|/\Delta$ in the mean rate over one interval, about 4 nm/min for the readings used here. In absolute terms the first slope is the least protected, since monotonicity bounds it from below by its neighbour but not from above.

### A band for the rate

Fit a straight line to the depth data between $t_a$ and $t_b$. With $\bar t$ the mean time in this window and $S=\sum_k(t_k-\bar t)^2$, the slope for noise-free depths is

$$\beta=\frac1S\sum_k(t_k-\bar t)z(t_k)=\int_{t_a}^{t_b}W(s)\frac{dz}{ds}\,ds,\qquad W(s)=\frac1S\sum_{t_k>s}(t_k-\bar t).$$

The second form follows by writing $z(t_k)=z(t_a)+\int_{t_a}^{t_k}z'(s)\,ds$; the constant drops out because the deviations sum to zero. For $s\ge\bar t$ every term in $W$ is positive. For $s<\bar t$, $W$ is minus the sum over $t_k\le s$, whose terms are negative. So $W\ge0$, and the case $z=t$ shows that its integral is one. The slope is a weighted mean of rates, and

$$r(z(t_b))\le\beta\le r(z(t_a)).$$

The measured slope $b$ has standard error $s=\sigma/\sqrt S$. Let $q$ be the 95% quantile of the largest $|b-\beta|/s$ over all windows. It depends on the sampling times but not on the unknown profile, so it can be found by simulating noise. When all windows obey this limit,

$$\max_{\text{start}\ge t_i}(b-qs)\ \le\ r(z(t_i))\ \le\ \min_{\text{end}\le t_i}(b+qs)$$

at all sampling times together. The lower limit may be replaced by zero if negative. No window ends at the first reading, so the rate there has no upper limit; none starts at the last, so the lower limit there is zero. The coverage is at least 95%, apart from simulation error in $q$, and may be larger because the inequalities have slack. The band refers to the rate at a known time; the depth assigned to that time has a separate error.

If the lower limit exceeds the upper limit anywhere, the data contradict every monotone profile at this level. The converse fails: a weak violation may pass unnoticed.

### Resolution

For dense, uniform sampling, a window of length $L$ has $S\approx L^3/(12\Delta)$. Where $z''$ is nearly constant, the slope differs from the rate at the window's edge by $|z''|L/2$. A limit from this window therefore lies at a typical distance

$$E(L)=\frac{|z''|L}{2}+q\sigma\sqrt{12\Delta}\,L^{-3/2}$$

from the true rate. Setting $dE/dL=0$ gives

$$L^{5/2}=\frac{3q\sigma\sqrt{12\Delta}}{|z''|}.$$

At this length $E$ scales as $|z''|^{3/5}(\sigma^2\Delta)^{1/5}$. In this estimate, halving $\sigma$ with $\Delta$ and $q$ fixed narrows the band by the factor $2^{-2/5}=0.76$, not by one half. On a plateau, $z''\approx0$ and the available length of plateau sets $L$ instead.

## A synthetic hafnia film

Take $h_0=10$ nm, $r_d=2$ nm/min, $r_b=0.05$ nm/min, $z_d=4$ nm and $w=0.6$ nm. The 49 readings span 6 min, with $\Delta$ and $\sigma$ as in the opening. At $z=4.560$ nm, $u=e^{0.933}=2.54$, so

$$t=\frac{4.560}{2}+0.6(20-0.5)\ln\frac{2.127}{2.000}=2.28+0.72=3.00\ \text{min}.$$

With noise-free readings, the fitted slopes match the true rate at the middle of each fitted depth interval to 0.0015 nm/min. At these midpoints the effect of the time step is therefore negligible beside the noise. Away from them the staircase departs from the smooth profile by up to about 0.06 nm/min between 1 and 5 nm depth.

One noisy run gives $\hat h=10.042$ nm and 14 non-zero coefficients among 48. Selected values are below; the fitted rate at a reading is the mean of the slopes on either side.

| $t$ (min) | true $z$ (nm) | fitted $z$ (nm) | true $r$ (nm/min) | fitted $r$ (nm/min) | band (nm/min) |
|---|---|---|---|---|---|
| 1.0 | 1.98 | 2.04 | 1.94 | 1.85 | 1.57–2.28 |
| 2.0 | 3.67 | 3.71 | 1.29 | 1.20 | 0.75–1.89 |
| 3.0 | 4.56 | 4.62 | 0.60 | 0.71 | 0.31–0.96 |
| 5.0 | 5.31 | 5.37 | 0.25 | 0.25 | 0.08–0.41 |

The fitted depths are all too large by about 0.04–0.06 nm. Much of this is the shared error of 0.042 nm in the initial thickness.

The band at 2.0 min can be compared with the resolution estimate. From the logistic profile,

$$r'=-\frac{(r-r_b)(r_d-r)}{(r_d-r_b)w}=-\frac{1.239\times0.711}{1.95\times0.6}=-0.753\ \text{min}^{-1},$$

so $z''=rr'=-0.97$ nm/min². The simulated quantile is $q=3.82$ (sampling error about 0.03), which gives $L=0.88$ min and $E=0.43+0.28=0.71$ nm/min. The actual limits lie 0.54 and 0.61 nm/min from the truth. Part of the difference comes from the dense-sampling formula: eight readings spanning 0.875 min have $S=0.656$ min², not 0.447 min², which lowers $E$ to 0.66 nm/min. The estimate also assumes constant $z''$, whereas its magnitude falls to about 0.7 nm/min² half a minute to either side; allowing for this lowers $E$ to about 0.6 nm/min. Choosing the tightest limit among many windows narrows the band further on average.

A single run cannot establish accuracy. Over 300 fresh synthetic runs, with profile, times and $\sigma$ held fixed, the root-mean-square errors were:

| Method | interior rate (nm/min) | thickness curve (nm) |
|---|---|---|
| Raw quotients | 0.559 | – |
| Ordinary pooling | 0.099 | 0.058 |
| Correct fit | 0.091 | 0.023 |

Here “interior” omits four intervals at each end, and negative pooled slopes are set to zero. Monotonicity provides most of the gain in rate, a factor of about six. The correct fit improves the interior rate by a further 7–8%, and its curve error is 61% smaller. Much of the latter difference is an offset: the pooled curve starts from the first reading and has a mean depth bias of 0.049 nm, almost one $\sigma$. Refitting the initial thickness to the pooled slopes would remove this mean bias, because the mean residual would then be zero; the curve error would fall to about 0.030 nm, still above the 0.023 nm of the correct fit. A constant offset cancels from slopes, which is consistent with the small difference in rate error.

Between 1 and 5 nm depth, the recovered $r(z)$ has an error of 0.11 nm/min (1.1 Å/min). This average is uniform in depth, while the interior average is uniform in time, so the two rate errors are not directly comparable. The interior depth labels have an error of 0.047 nm. About 0.02 nm of it is a systematic excess: the thickness curve has no mean error, but $\hat h$ is too large on average by about 0.02 nm, and depths are measured from it. The steepest slope of the profile is $(r_d-r_b)/(4w)=0.81$ min⁻¹, so a label error of this size shifts the rate there by about 0.04 nm/min. In the first interval the rate error is 0.26 nm/min, nearly three times the interior value. Part of it is a systematic overestimate of about 0.15 nm/min, which averaging the fitted rates of repeated runs would not remove; the fitted surface rate should not be read as a measurement of equal quality. The last interval is biased the other way, by about $-0.08$ nm/min against a true rate of 0.19 nm/min, so in relative terms it is the worse end.

The band contained the true rate at every sampling time in 98.7% of runs, and false alarms about monotonicity occurred in 2 of the 300 runs, too few to fix their rate beyond saying that it is of order 1% or less.

## A buried damage peak

Now let the rate be 0.28 nm/min at the surface and rise to 2.05 nm/min at 2.5 nm depth, following a Gaussian of standard deviation 1.2 nm above the undamaged rate. The monotone fit would still return a profile, but a wrong one. With the same times and noise, the band limits crossed in all 100 synthetic runs.

A weaker peak has less chance of detection. Two separate windows signal a violation when the later slope exceeds the earlier by $q(s_1+s_2)$. A one-minute window holds nine readings, for which

$$S=\Delta^2\,\frac{8\times9\times10}{12}=0.94\ \text{min}^2,\qquad qs=3.82\times\frac{0.05}{0.97}=0.20\ \text{nm/min}.$$

The measured slopes of two such windows must therefore differ by about 0.4 nm/min. This is not the threshold of the whole test, which uses windows of every length: for two separate two-minute windows, with 17 readings each, a difference of about 0.15 nm/min is enough. A weak peak is thus easier to detect when the low rate and the later high rate each last long enough to fill a long window. A very brief peak fails this condition, and so does one so broad that the rate is already high at the surface. For ions whose damage is expected to peak below the surface, the monotone model should not be adopted merely because the limits do not cross.

## Relation to a real film

Crystalline hafnia resists dilute hydrofluoric acid, and ion bombardment can make it much easier to etch. The rates used here are round illustrative values, not measurements; real ones vary with crystal phase, ion dose and acid concentration. A 10 nm film is thick for a transistor gate dielectric. Several effects can make the recovered rate differ from the local rate of the film. A temperature drift of 0.5 K near 298 K, with an assumed activation energy of 0.5 eV, changes the rate by 3.3%, or 0.07 nm/min in the damaged layer. A lateral spread of 0.3 nm in damage depth changes the apparent rate by at most 0.015 nm/min at the sampled times. For 0.05 mol/L acid, a 100 µm diffusion layer and six HF molecules per hafnium atom, the acid demand is 1.2% of the transport limit, so transport is a minor correction under these assumptions.

Some measurement errors preserve concavity and escape the diagnostic. If damaged material registers 3% less optical thickness than sound material, the apparent rate is $r(1-0.03f)$, where $f=1/(1+u)$ is the damaged fraction; the largest error is 0.06 nm/min. A steady instrument drift of 0.01 nm/min adds a straight line to the depth curve. It is negligible in the damaged layer but amounts to 20% of the undamaged rate.

The undamaged rate itself is not measured in this run, which ends at 5.53 nm with a true rate of 0.19 nm/min. Determining it requires longer etching and an independent check of drift, since repeated readings reduce the random error but leave the drift in place. The numerical output below gives the remaining values.

## Computed values

```
Initial thickness 10.0 nm; reading sigma 0.050 nm
Readings 49; interval 7.5 s; duration 6.0 min
Rate limits: damaged 2.00, bulk 0.05 nm/min
Damage centre 4.0 nm; logistic width 0.6 nm
True final depth 5.527 nm; true final rate 0.192 nm/min
Closed form minus integration, largest 1.5e-08 nm
Exact-data profile error, largest 0.0015 nm/min
Fit minus face enumeration, largest 8.9e-15 nm
Increment and thickness losses 71.128586, 71.128586 nm^2
One run: fitted h0 10.042 nm; distinct slopes 14
Windows 1176; 95% noise quantile q 3.823
One run: t(min), z true, z fit(nm), r true, r fit, low, high(nm/min)
0.50 0.997 1.038 1.987 2.076 1.747 2.451
1.00 1.981 2.041 1.935 1.854 1.571 2.275
1.50 2.906 2.968 1.729 1.854 1.083 2.093
2.00 3.667 3.713 1.289 1.196 0.752 1.894
2.50 4.199 4.264 0.865 0.851 0.465 1.457
3.00 4.560 4.619 0.601 0.709 0.309 0.963
4.00 5.016 5.069 0.353 0.317 0.197 0.552
5.00 5.310 5.373 0.247 0.247 0.084 0.411
Synthetic runs 300; errors below are root mean square
Interior rate, raw quotients 0.559 nm/min
Interior rate, ordinary pooling 0.099 nm/min
Interior rate, correct fit 0.091 nm/min
Recovered r(z), 1 to 5 nm depth 0.112 nm/min
First-interval rate, correct fit 0.257 nm/min
Interior depth label 0.0473 nm
Thickness curve, correct fit 0.0227 nm
Thickness curve, ordinary pooling 0.0584 nm
Mean depth bias of ordinary pooling 0.0494 nm
Simultaneous band coverage 98.7 %
False monotonicity alarms 0.7 %
Buried peak: depth 2.5, width 1.2 nm; surface rate 0.278, peak 2.050 nm/min
Buried peak detected in 100 of 100 runs
Lateral spread 0.3 nm: largest rate error 0.015 nm/min
Activation 0.5 eV, 298 K, drift 0.5 K: rate change 3.32 %
HF 0.050 mol/L, diffusion 1.5e-05 cm2/s, layer 100 um
Hafnia density 9.7 g/cm3; HF per Hf 6
HF demand over transport limit 1.23 %
Optical deficit 3 %: largest rate error 0.060 nm/min
Reading drift 0.010 nm/min: 20 % of bulk rate
```
